\section*{The Klein–Gordon Coulomb problem compared with spin-averaged Dirac levels}

\section*{Problem}

A spin-0 particle with the mass and charge of an electron moves in the field of a fixed point nucleus. In Hartree atomic units ($\hbar=m=e=1$, $c=137.036$) the potential is $V=-Z/r$, and a stationary state of energy $E$, rest energy included, obeys the Klein--Gordon equation
\begin{equation}
(E-V)^2\psi=(c^2p^2+c^4)\psi ,\qquad \mathbf p=-i\nabla .
\label{kg}
\end{equation}
Write $\gamma=Z/c$ and $\varepsilon=E-c^2$.

\begin{enumerate}
\item[(a)] Find the bound-state energies.
\item[(b)] Expand them through order $Z^6/c^4$ and interpret the $Z^4/c^2$ term.
\item[(c)] Up to what nuclear charge do the $s$ levels exist? What is the $1s$ energy there, and what happens beyond?
\item[(d)] Bring the Dirac Coulomb problem to the same radial equation and find its levels.
\item[(e)] Average the Dirac levels of given $n$ and $l$ over $j$ with weights $2j+1$. At which order does the average differ from the spin-0 level?
\item[(f)] Evaluate the results for $Z=1$, $n=2$, and for $Z=50$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Spin-0 levels}

Put $\psi=r^{-1}u(r)Y_{lm}$. Then $\nabla^2\psi=r^{-1}[u''-l(l+1)u/r^2]Y_{lm}$. Expanding $(E+Z/r)^2$ in \eqref{kg} and dividing by $c^2$ gives
\begin{equation}
u''=\left[\frac{s(s-1)}{r^2}-\frac{2E\gamma}{cr}+q^2\right]u,
\qquad q^2=\frac{c^4-E^2}{c^2},
\label{rad}
\end{equation}
with $s(s-1)=l(l+1)-\gamma^2$. The attraction $-\gamma^2/r^2$ comes from $V^2$. Near the origin $u\sim r^s$, where
\begin{equation}
s=\tfrac12\pm\sqrt{(l+\tfrac12)^2-\gamma^2}.
\label{s}
\end{equation}

Square integrability does not settle the sign for $s$ states, since both roots then exceed $-\tfrac12$. We also require a finite $\int|\nabla\psi|^2d^3r$. With $R=u/r\sim r^{s-1}$, its radial part behaves as $\int r^2R'^2dr\sim\int r^{2s-2}dr$, which converges at the origin only for $s>\tfrac12$. This selects the plus sign, provided $\gamma<l+\tfrac12$.

Now set $u=r^se^{-qr}f$, the exponential being the decay required at large $r$. Differentiating twice,
\[
u''=r^se^{-qr}\left[f''+2\left(\frac sr-q\right)f'+\left(\frac{s(s-1)}{r^2}-\frac{2qs}{r}+q^2\right)f\right],
\]
so \eqref{rad} becomes
\[
rf''+2(s-qr)f'+2\left(\frac{E\gamma}{c}-qs\right)f=0 .
\]
For $f=\sum_\nu a_\nu r^\nu$, the coefficient of $r^\nu$ gives
\[
a_{\nu+1}=\frac{2[q(\nu+s)-E\gamma/c]}{(\nu+1)(\nu+2s)}\,a_\nu .
\]
If the series does not end, $a_{\nu+1}/a_\nu\to2q/\nu$, so $f$ grows like $e^{2qr}$ and $u$ diverges. It must therefore end at some $\nu=n_r=0,1,2,\dots$, which requires
\begin{equation}
\frac{E\gamma}{cq}=n_r+s\equiv N .
\label{quant}
\end{equation}
Hence $E>0$. Squaring and inserting $q^2$ gives $E^2\gamma^2=N^2(c^4-E^2)$. With $n=n_r+l+1$ and $k=l+\tfrac12$,
\begin{equation}
E=\frac{c^2}{\sqrt{1+\gamma^2/N^2}},\qquad
N=n-k+\sqrt{k^2-\gamma^2}.
\label{E}
\end{equation}

\subsection*{(b) Expansion and meaning}

Let $\delta=n-N=k-\sqrt{k^2-\gamma^2}=\gamma^2/2k+\gamma^4/8k^3+\dots$. Insert
\[
\frac1{N^2}=\frac1{n^2}+\frac{2\delta}{n^3}+\frac{3\delta^2}{n^4}+\dots,\qquad
\frac1{N^4}=\frac1{n^4}+\frac{4\delta}{n^5}+\dots
\]
into
\[
\frac E{c^2}=1-\frac{\gamma^2}{2N^2}+\frac{3\gamma^4}{8N^4}-\frac{5\gamma^6}{16N^6}+\dots .
\]
Collecting powers of $\gamma$ and multiplying by $c^2$,
\begin{align}
\varepsilon={}&-\frac{Z^2}{2n^2}-\frac{Z^4}{2c^2n^4}\left(\frac nk-\frac34\right)\nonumber\\
&+\frac{Z^6}{c^4}\left[-\frac1{8n^3k^3}-\frac3{8n^4k^2}+\frac3{4n^5k}-\frac5{16n^6}\right]+\dots
\label{exp}
\end{align}
The first term is the nonrelativistic level; the second lifts its degeneracy in $l$.

To interpret the second term, put $E=c^2+\varepsilon$ in \eqref{kg}, cancel $c^4$ and divide by $2c^2$:
\[
\varepsilon\psi=\left[\frac{p^2}{2}+V-\frac{(\varepsilon-V)^2}{2c^2}\right]\psi .
\]
To first order in $1/c^2$, the last term is averaged over the nonrelativistic state $\varphi$ of energy $\varepsilon_0=-Z^2/2n^2$. Since $(\varepsilon_0-V)\varphi=\tfrac12p^2\varphi$,
\[
\Delta\varepsilon=-\frac{\langle(\varepsilon_0-V)^2\rangle}{2c^2}=-\frac{\langle p^4\rangle}{8c^2}.
\]
This is the mass-velocity correction, the first relativistic correction to the kinetic energy.

Its value follows from two averages. The virial theorem, $\langle V\rangle=2\varepsilon_0$, gives $\langle1/r\rangle=Z/n^2$. Differentiating $\varepsilon_0=-Z^2/2(n_r+l+1)^2$ with respect to $l$ at fixed $n_r$, and equating the result to the average of the derivative of $l(l+1)/2r^2$, gives $Z^2/n^3=(l+\tfrac12)\langle1/r^2\rangle$. Therefore
\[
\Delta\varepsilon=-\frac{Z^4}{2c^2}\left[\frac1{4n^4}-\frac1{n^4}+\frac1{n^3(l+\frac12)}\right],
\]
which is the second term of \eqref{exp}.

\subsection*{(c) The critical charge}

The exponent \eqref{s} is real for $\gamma\le l+\tfrac12$. The $s$ states reach the limit first, at
\[
Z_{\rm c}=\frac c2=68.5 .
\]
There $N\to n-\tfrac12$. For $1s$, $\gamma/N\to1$ and
\[
E\to\frac{c^2}{\sqrt2}=0.7071\,c^2 .
\]
The binding energy is $0.2929\,c^2$, so the level ends well above $E=0$. Its slope is infinite there, because $dN/d\gamma=-\gamma/\sqrt{\frac14-\gamma^2}$ diverges. At $Z=0.49c$ the energy is still $0.7743\,c^2$.

To see what lies beyond, replace the point nucleus by a charged shell of radius $R$, with $V=-Z/R$ inside. The inner $s$ solution is $u=\sin Kr$, where
\[
KR=\sqrt{(ER/c+\gamma)^2-c^2R^2}\to\gamma\qquad(R\to0).
\]
Thus $Ru'/u$ at the shell tends to the fixed number $t=\gamma\cot\gamma$.

For $\gamma<\tfrac12$, write the outer solution near the shell as $ar^{s_+}+br^{s_-}$. Matching gives
\[
\frac ba=R^{\,s_+-s_-}\,\frac{s_+-t}{t-s_-}\to0 ,
\]
because $t>\tfrac12>s_-$. A vanishing shell selects the same root as the kinetic-energy condition.

For $\gamma>\tfrac12$, let $\mu=\sqrt{\gamma^2-\frac14}$. The decaying outer solution behaves near the origin as $\sqrt r\cos(\mu\ln r+\theta)$, with $\theta$ fixed by $E$, so
\[
\frac{Ru'}{u}=\frac12-\mu\tan(\mu\ln R+\theta).
\]
This takes every real value each time $\ln R$ changes by $\pi/\mu$. Any chosen energy with $0\le E<c^2$ is therefore a level for arbitrarily small shells, and a point nucleus defines no ground level.

The direction of motion follows by varying \eqref{kg} in its expectation value:
\[
\delta E\int(E-V)u^2dr=\int(E-V)\,\delta V\,u^2dr .
\]
For $E\ge0$ the weight $E-V$ is positive. Shrinking the shell lowers $V$, so each such level falls. For $Z=0.6c$, the outer equation was integrated numerically in $\ln r$ and matched to $\sin Kr$, searching inward from $R=0.5\,\hbar/mc$. The first $s$ state at $E=c^2/2$ appears at $R=7.0\times10^{-3}\,\hbar/mc$, and the first at $E=0$ at $7.9\times10^{-4}\,\hbar/mc$.

\subsection*{(d) Dirac levels from the same equation}

The Dirac Hamiltonian is $c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$. Take the upper and lower components as $r^{-1}P\chi_\kappa$ and $ir^{-1}Q\chi_{-\kappa}$. Here $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$, where $l$ belongs to the upper component; thus $|\kappa|=j+\frac12$. The spin-angular functions satisfy $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ and, with $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$ and a suitable phase, $\sigma_r\chi_\kappa=-\chi_{-\kappa}$.

From $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$ one has $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, hence
\[
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_\kappa=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa}.
\]
Using this, and the same relation with $\kappa\to-\kappa$ for $Q$, the two rows of the Dirac equation become $F'=(A/r+B)F$ for $F=(P,Q)^T$, with
\[
A=\begin{pmatrix}-\kappa&\gamma\\-\gamma&\kappa\end{pmatrix},\qquad
B=\frac1c\begin{pmatrix}0&c^2+E\\c^2-E&0\end{pmatrix}.
\]
Direct multiplication gives
\[
A^2=\kappa^2-\gamma^2\equiv\Gamma^2,\qquad B^2=q^2,\qquad AB+BA=-2\gamma E/c .
\]
Differentiating the first-order equation once more,
\[
F''=\left[-\frac A{r^2}+\left(\frac Ar+B\right)^2\right]F
=\left[\frac{\Gamma^2-A}{r^2}-\frac{2E\gamma}{cr}+q^2\right]F .
\]
$A$ has eigenvalues $\pm\Gamma$. Along its eigenvectors this is \eqref{rad} with $s=\Gamma$ or $s=\Gamma+1$, so \eqref{quant} requires $N=n_r+\Gamma$. For the charges $\gamma<\frac12$ compared here, $\Gamma>\frac12$ and the other behaviour, $r^{-\Gamma}$, is not square integrable.

The first-order equation decides which $n_r$ occur.

\emph{Case $n_r=0$.} The component with $s=\Gamma+1$ vanishes, so $F=vr^\Gamma e^{-qr}$ with $v=(\gamma,\Gamma+\kappa)^T$, and $Bv=-qv$ is needed. Its first row, $(c^2+E)(\Gamma+\kappa)/c=-q\gamma$, requires $\kappa<0$. Then $E=c^2\Gamma/|\kappa|$ and $q=c\gamma/|\kappa|$ satisfy both rows.

\emph{Case $n_r\ge1$.} Let $Av_-=-\Gamma v_-$ and let $g$ be the solution of \eqref{rad} with $s=\Gamma$. Then $F=(\partial_r+A/r+B)gv_-$ solves the first-order equation, since
\[
\left(\partial_r-\frac Ar-B\right)F=\left[g''-\left(\frac{\Gamma^2-\Gamma}{r^2}-\frac{2E\gamma}{cr}+q^2\right)g\right]v_-=0 .
\]
$F$ is not zero: otherwise $v_-$ would be an eigenvector of $B$ and $g$ a power times an exponential, without its polynomial of degree $n_r$. Both signs of $\kappa$ therefore occur.

With $n=n_r+|\kappa|$, the Dirac levels are given by \eqref{E} and \eqref{exp} with $k=j+\frac12$. The spin-0 formula has $l+\frac12$ in its place.

\subsection*{(e) The average over $j$}

For $l>0$ the values $k=l+1$ and $k=l$ have weights $2l+2$ and $2l$. At order $Z^4/c^2$ only $1/k$ has to be averaged:
\[
\left\langle\frac1k\right\rangle=\frac{1}{2l+1}\left[\frac{l+1}{l+1}+\frac ll\right]=\frac1{l+\frac12}.
\]
This is the spin-0 value, so the levels agree at this order. The spin-orbit shifts cancel in the average: $\mathbf L\cdot\mathbf S$ equals $l/2$ and $-(l+1)/2$, and $(2l+2)l/2-2l(l+1)/2=0$.

For $l=0$ there is a single value, $k=1$, against $k=\frac12$ for spin 0. Hence
\begin{equation}
\varepsilon_{\rm D}-\varepsilon_{\rm KG}=-\frac{Z^4}{2c^2n^3}(1-2)=\frac{Z^4}{2c^2n^3}.
\label{dar}
\end{equation}
This equals the Darwin term $(\pi Z/2c^2)|\varphi(0)|^2$. To see this, multiply $u''=2(V-\varepsilon_0)u$ by $u'$ and integrate, which gives $u'(0)^2=2\langle V'\rangle=2Z\langle1/r^2\rangle=4Z^3/n^3$. Thus $|\varphi(0)|^2=u'(0)^2/4\pi=Z^3/\pi n^3$.

For $l>0$ the next order is needed. With $L=l(l+1)$ and $(2l+1)^2=4L+1$,
\begin{align*}
\left\langle\frac1{k^2}\right\rangle-\frac1{(l+\frac12)^2}&=\frac1L-\frac4{4L+1}=\frac1{L(2l+1)^2},\\
\left\langle\frac1{k^3}\right\rangle-\frac1{(l+\frac12)^3}&=\frac1{2l+1}\left[\frac{2L+1}{L^2}-\frac8{4L+1}\right]=\frac{6L+1}{(2l+1)^3L^2}.
\end{align*}
Inserting these in \eqref{exp},
\begin{equation}
\langle\varepsilon_{\rm D}\rangle-\varepsilon_{\rm KG}=-\frac{Z^6}{c^4}\left[\frac{6L+1}{8n^3(2l+1)^3L^2}+\frac3{8n^4L(2l+1)^2}\right]+\dots
\label{six}
\end{equation}
To this order the Dirac average lies lower. The two descriptions thus part at $Z^4/c^2$ for $s$ levels and at $Z^6/c^4$ for all others.

\subsection*{(f) Numbers}

\paragraph{$Z=1$, $n=2$.} The leading splittings from \eqref{exp} are
\[
\varepsilon_{2p}-\varepsilon_{2s}=\frac1{16c^2}\left(2-\frac23\right)=\frac1{12c^2},\qquad
\varepsilon_{2p_{3/2}}-\varepsilon_{2p_{1/2}}=\frac1{16c^2}\left(1-\frac12\right)=\frac1{32c^2}
\]
for spin 0 and for the electron. The full formula gives $4.438\times10^{-6}$ hartree (29.20 GHz) and $1.664\times10^{-6}$ hartree (10.95 GHz). The ratio is close to $8/3$: spin 0 gives too wide a fine structure, and it separates $2s$ from $2p$, whereas the Dirac $2s_{1/2}$ and $2p_{1/2}$ levels coincide.

The Dirac $2s$ level lies $3.329\times10^{-6}$ hartree above the spin-0 one. For $2p$, \eqref{six} with $L=2$ has the coefficient
\[
-\left(\frac{13}{6912}+\frac1{768}\right)=-0.003183,
\]
and the average lies lower by only $9.03\times10^{-12}$ hartree. These are differences between two model equations; nuclear motion, nuclear size and radiative corrections are left out.

\paragraph{$Z=50$.} Here $\gamma=0.36487$. For spin-0 $1s$,
\[
N=0.5+\sqrt{0.25-0.36487^2}=0.84186,
\]
and \eqref{E} gives $\varepsilon=-1548.7$ hartree, against $-1250$ without relativity. The other levels follow in the same way (hartree):
\begin{center}
\begin{tabular}{lccc}
level & spin 0 & Dirac average & difference\\
$1s$ & $-1548.66$ & $-1294.63$ & $254.03$\\
$2s$ & $-357.96$ & $-326.49$ & $31.47$\\
$2p$ & $-318.77$ & $-318.93$ & $-0.16$
\end{tabular}
\end{center}
The $2p$ average combines $-326.49$ ($j=\frac12$, weight $\frac13$) and $-315.14$ ($j=\frac32$, weight $\frac23$). Its difference from spin 0 is $-0.1625$ hartree, while \eqref{six} gives $-0.1410$; the rest is of higher order in $\gamma$. For $1s$, \eqref{dar} gives $Z^4/2c^2\approx166$ hartree, well short of the full 254. The expansion is poor there because $\gamma$ is no longer small compared with the spin-0 limit of $\frac12$. All these values are for a point nucleus, and at this charge the spin-0 $1s$ level is sensitive to nuclear size. For the shell of part (c) with $R=4.65$ fm, about the size of a tin nucleus, it rises by 14 hartree to $-1534.3$, while the Dirac $1s$ level rises by only $0.08$ hartree, and the difference falls from 254 to 240 hartree.

All numerical values are calculated from the stated model.
